\section*{Oxygen-Pressure Laws for Ions, Electrons and Holes in Acceptor-Doped Oxides, part 1}

(Sections cited here and not found follow in the second part.)

\section{Fixed vacancies and quarter-power carriers}

In a model oxide at 1200 K containing $10^{20}$ acceptors per cm$^3$, lowering the oxygen pressure from 1 bar to $10^{-15}$ bar multiplies the electron density by about 5600 and divides the hole density by the same factor, yet it changes the density of oxygen vacancies by only about 0.02 percent. This asks for an explanation, because the carriers and the vacancies are changed by one and the same reaction. When an oxygen atom leaves the crystal it leaves behind a vacancy and two electrons,
\begin{equation}
\mathrm{O_O^{\times}}\rightleftharpoons
\mathrm{V_O^{\bullet\bullet}}+2\mathrm{e}'+\tfrac12\mathrm{O_2(gas)} .
\label{reaction}
\end{equation}
Here $\mathrm{O_O^{\times}}$ is an oxide ion on its own site. Dots and primes count positive and negative elementary charges relative to the perfect crystal. The vacancy carries charge $+2e$, with $e>0$, because an ion of charge $-2e$ is missing.

Let $V$, $n$ and $p$ be the densities of vacancies, electrons in the conduction band and holes in the valence band. The acceptors are cations whose charge is one unit lower than that of the ions they replace, so each has relative charge $-e$. Their density $A$ is fixed, and all of them are taken to be ionized. The temperature is fixed, and the crystal is in equilibrium with a gas whose oxygen pressure, divided by 1 bar, is the pure number $P$. The gas is ideal. Oxygen interstitials, cation defects, trapping of carriers and binding between vacancies and acceptors are left out. The vacancies interact with each other and with the carriers only through the condition that the crystal as a whole is neutral.

The equilibrium of reaction \eqref{reaction} follows from a free energy. Take a crystal with $M$ oxygen sites, $\nu$ of them vacant. Let $G$ be the free energy needed to remove one oxygen ion from a given site, put the oxygen into the gas as half a molecule at 1 bar, and leave two electrons at the bottom of the conduction band. It includes the vibrational contribution but not the entropy of choosing which sites are vacant. At a pressure other than 1 bar, the chemical potential of $\mathrm{O_2}$ in an ideal gas is higher by $kT\ln P$, so each half molecule adds $\tfrac12kT\ln P$. If $F_{\rm el}(N)$ is the free energy of the electrons in the bands, with energies measured from the bottom of the conduction band, the part of the total free energy that depends on $\nu$ is
\begin{equation}
F(\nu)=\nu\left(G+\tfrac12kT\ln P\right)+F_{\rm el}(N_0+2\nu)
-kT\ln\frac{M!}{\nu!(M-\nu)!}.
\label{free}
\end{equation}
The argument $N_0+2\nu$ says that every vacancy supplies two electrons to the bands, whether they stay in the conduction band or fill holes. The crystal therefore remains neutral as $\nu$ varies.

For large numbers, $\ln x!\simeq x\ln x-x$. The derivative of the logarithm of the binomial factor is then
\begin{equation}
\frac{d}{d\nu}\ln\frac{M!}{\nu!(M-\nu)!}
=-\ln\nu+\ln(M-\nu)=-\ln\frac{\nu}{M-\nu}.
\end{equation}
The derivative of $F_{\rm el}$ with respect to the number of electrons is, by definition, their chemical potential $\mu$, the Fermi level measured from the bottom of the conduction band. Since each vacancy brings two electrons, the chain rule gives a term $2\mu$. Setting $dF/d\nu=0$ yields
\begin{equation}
G+\tfrac12kT\ln P+2\mu+kT\ln\frac{\nu}{M-\nu}=0 .
\label{balance}
\end{equation}
This is a minimum: the last term increases with $\nu$, and $\mu$ does not decrease when electrons are added to the bands. Dividing $\nu$ and $M$ by the volume turns them into $V$ and the site density $N_{\rm O}$, so that
\begin{equation}
\frac{V}{N_{\rm O}-V}=P^{-1/2}\exp\left(-\frac{G+2\mu}{kT}\right).
\label{site}
\end{equation}
The dependence of the site occupation on the cost per vacancy was tested by direct minimization of the binomial free energy.

Equation \eqref{balance} already contains the reason for the fourth root. If something holds the vacancy density fixed, the last term is constant, and $2\mu+\tfrac12kT\ln P$ must be constant too. The Fermi level then moves by
\begin{equation}
\Delta\mu=-\tfrac14kT\,\Delta\ln P .
\label{fermi}
\end{equation}
One half comes from the half molecule of oxygen, and another half from the sharing of its free energy between two electrons. It remains to show how $\mu$ fixes the carrier densities and what holds $V$ fixed.

For a parabolic conduction band with the free-electron mass $m_e$, the density of states, both spins included, is $(2\pi^2)^{-1}(2m_e/\hbar^2)^{3/2}\sqrt E$ at energy $E$ above the band bottom. The occupation of a state is $1/[1+e^{(E-\mu)/kT}]$. If $\mu$ lies several $kT$ below the band, the exponential is much larger than one and the occupation is nearly $e^{(\mu-E)/kT}$. Then
\begin{align}
n&=\frac{1}{2\pi^2}\left(\frac{2m_e}{\hbar^2}\right)^{3/2}
e^{\mu/kT}\int_0^\infty\sqrt E\,e^{-E/kT}\,dE \nonumber\\
&=N_c\,e^{\mu/kT},\qquad
N_c=2\left(\frac{m_ekT}{2\pi\hbar^2}\right)^{3/2},
\label{electrons}
\end{align}
because the integral equals $\tfrac12\sqrt\pi\,(kT)^{3/2}$.

The valence band has its top at $-E_g$, where $E_g$ is the gap. A state at depth $E'$ below this top is empty with probability $1/[1+e^{(\mu+E_g+E')/kT}]$. When $\mu$ lies several $kT$ above the band top, this is nearly $e^{-(\mu+E_g+E')/kT}$, and the same integral gives
\begin{equation}
p=N_v\,e^{-(E_g+\mu)/kT},
\end{equation}
where $N_v$ is the valence-band counterpart of $N_c$. In the product of the two densities the Fermi level cancels:
\begin{equation}
np=K_i,\qquad K_i=N_cN_v\,e^{-E_g/kT}.
\label{pair}
\end{equation}
At a given temperature the product does not depend on the oxygen pressure or, within this model, on the doping.

The Fermi level can also be eliminated from \eqref{site}. For $V\ll N_{\rm O}$ the denominator on the left is $N_{\rm O}$, and \eqref{electrons} gives $e^{-2\mu/kT}=N_c^2/n^2$. Hence
\begin{equation}
V=N_{\rm O}P^{-1/2}e^{-G/kT}\frac{N_c^2}{n^2},
\end{equation}
which, after multiplication by $n^2P^{1/2}$, becomes the law of mass action for reaction \eqref{reaction},
\begin{equation}
Vn^2P^{1/2}=K,\qquad K=N_{\rm O}N_c^2\,e^{-G/kT}.
\label{mass}
\end{equation}
The square on $n$ reflects the two electrons, and the square root of $P$ reflects the half molecule. With densities in cm$^{-3}$ and $P$ a pure number, $K$ has the unit cm$^{-9}$.

The last relation is neutrality. Vacancies contribute $+2eV$ to the charge density, holes $+ep$, electrons $-en$ and acceptors $-eA$. The sum must vanish in the bulk, so
\begin{equation}
2V+p=A+n .
\label{neutral}
\end{equation}
Suppose now that the densities of electrons and holes are both much smaller than $A$. To leading order they can be dropped from this equation, and
\begin{equation}
V=\frac A2 .
\label{plateau}
\end{equation}
One vacancy compensates two acceptors. Since the number of acceptors does not respond to the gas, neither does the number of vacancies at this order. Dropping $n$ and $p$ here does not mean setting them to zero in the other relations. In \eqref{neutral} they are small terms in a sum, while in \eqref{pair} and \eqref{mass} they are factors of a product.

Inserting \eqref{plateau} into \eqref{mass} gives $n^2=(2K/A)P^{-1/2}$. The positive root is
\begin{equation}
n=\left(\frac{2K}{A}\right)^{1/2}P^{-1/4},
\label{nlaw}
\end{equation}
and $p=K_i/n$ then gives
\begin{equation}
p=K_i\left(\frac{A}{2K}\right)^{1/2}P^{+1/4}.
\label{plaw}
\end{equation}
These are the two quarter-power laws. Higher oxygen pressure drives oxygen into vacancies, which removes electrons and creates holes.

The numbers of the opening can now be traced. The example takes $N_{\rm O}=5\times10^{22}$ cm$^{-3}$, $E_g=3.0$ eV and $G=4.4$ eV as round parameters, with free-electron masses in both bands. At 1200 K, $kT=0.10341$ eV and $N_c=N_v=2.0075\times10^{20}$ cm$^{-3}$. Equations \eqref{pair} and \eqref{mass} give $K_i=1.0136\times10^{28}$ cm$^{-6}$ and $K=6.685\times10^{44}$ cm$^{-9}$. At 1 bar the limiting laws therefore predict
\begin{align}
n&=\left(\frac{2\times6.685\times10^{44}}{10^{20}}\right)^{1/2}
{\rm cm^{-3}}=3.66\times10^{12}\ {\rm cm^{-3}},\\
p&=\frac{1.0136\times10^{28}}{3.6565\times10^{12}}\ {\rm cm^{-3}}
=2.77\times10^{15}\ {\rm cm^{-3}} .
\end{align}
Both are far below $A$, as the derivation requires. At $10^{-15}$ bar, $P^{-1/4}=10^{3.75}\simeq5620$, which is the factor by which the electrons increase and the holes decrease. By \eqref{fermi} the Fermi level rises by $\tfrac14\times0.10341\times34.54=0.893$ eV.

The laws were tested against a solution that uses neither \eqref{pair} nor \eqref{mass}. It keeps the full Fermi occupation in both bands and the factor $N_{\rm O}-V$ in \eqref{site}, and it finds $\mu$ from \eqref{neutral}. There is one root, because raising $\mu$ lowers $V$ and $p$ and raises $n$, so that the net charge falls steadily. From $10^{-20}$ bar to 1 bar the densities agree with \eqref{plateau}, \eqref{nlaw} and \eqref{plaw} within 0.5 percent.

The same solution shows how one reaction can change the electrons so much and the vacancies so little. Since $A$ is fixed, \eqref{neutral} requires the change in $V$ to be half the change in $n-p$. Between $10^{-10}$ and $10^{-20}$ bar, $n-p$ rises by $3.63\times10^{17}$ cm$^{-3}$, and $V$ by $1.82\times10^{17}$ cm$^{-3}$. The absolute changes are thus comparable. For the electrons, which start at $1.16\times10^{15}$ cm$^{-3}$, the change is a factor of more than 300. For the vacancies, which start at $5.00\times10^{19}$ cm$^{-3}$, it is 0.4 percent. The dopant does not prevent oxygen exchange; it supplies a store of vacancies beside which the exchanged amount is small.

Doping also moves the carrier densities at fixed pressure: \eqref{nlaw} and \eqref{plaw} give $n\propto A^{-1/2}$ and $p\propto A^{1/2}$. Acceptors thus favour holes although nearly all of their charge is balanced by vacancies. More vacancies make it easier for the crystal to take up oxygen, and this uptake consumes electrons. For a fourfold increase of $A$ at $10^{-10}$ bar the full solution multiplies $V$, $n$ and $p$ by 4.000, 0.499 and 2.003. The small departures from one half and two come from site exclusion. Keeping $N_{\rm O}-V$ in place of $N_{\rm O}$ multiplies $n$ by $(1-V/N_{\rm O})^{1/2}$. As $V/N_{\rm O}$ goes from 0.001 to 0.004, the ratio of electron densities becomes $\tfrac12(0.996/0.999)^{1/2}=0.499$, and that of the holes its reciprocal, 2.003.

When electrons and holes are both far fewer than the acceptors, the dopant holds the vacancy density at $V=A/2$, and $n$ and $p$ follow $P^{-1/4}$ and $P^{1/4}$. It remains to find the range of pressures in which these laws hold and the conductivity that results.

Numerical values quoted here were computed with a short program.
